**Slope of the vapour pressure for a monomer–dimer vapour**

The program tests that $-R\,d\ln p/d(1/T)$ equals $x_1\Delta H_1+x_2\Delta H_2$ for an ideal vapour over a pure condensed phase at constant applied pressure. Here $p$ is the total vapour pressure, $x_i$ are the mole fractions of monomer and dimer, and $\Delta H_i$ is the vaporisation enthalpy per mole of species $i$. In a microscopic model, pressures from partition functions are differentiated numerically and compared with enthalpies from equipartition and sums over vibrational levels. Under the vapour's own pressure, the program asserts the additional factor $1/(1-\varepsilon)$, where $\varepsilon$ is the ratio of condensed to vapour volume for the same amount of material. Further assertions cover the equilibrium condition by direct free-energy minimisation, the heat per formula unit, the change of composition, the curvature, the two-point slope, and the signals of transpiration and effusion. For the model precursor at 400 K, the output shows a slope enthalpy of 88 kJ/mol, between 80 kJ/mol for the monomer and 100 kJ/mol for the dimer. The heat per mole of formula units is 62.9 kJ/mol.

## Program and output

```python
"""Result under test: for ideal vapour of monomers (1) and dimers (2) over one
pure condensed phase, H_slope = -R d ln(p)/d(1/T) equals
H_mean = x1*dH1 + x2*dH2, at constant applied pressure on the condensed phase.
Under its own vapour alone, H_slope = H_mean/(1-eps), eps = n_bar*v_c*p/(R*T).
p = p1+p2 total vapour pressure; x_i = p_i/p mole fractions; n_bar = x1+2*x2;
dH_i = enthalpy of i M(condensed) -> M_i(gas), per mole of M_i;
v_c = molar volume of the condensed phase per formula unit M."""
import numpy as np
from scipy.constants import R, k, h, hbar, N_A, pi
from scipy.integrate import quad
from scipy.optimize import minimize


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def slope_enthalpy(signal, T, step=1e-4):
    """-R d ln(signal)/d(1/T) by central difference, J/mol."""
    b = 1 / T
    up, down = signal(1 / (b * (1 + step))), signal(1 / (b * (1 - step)))
    return -R * (np.log(up) - np.log(down)) / (2 * step * b)


# ---------- microscopic model: partition functions give the pressures ----------
molar_mass = 0.2        # kg/mol, monomer
cohesion = 40e3         # J/mol, depth of crystal well per monomer
bond = 13e3             # J/mol, depth of dimer well
theta_c = 60.0          # K, Einstein temperature of the crystal
theta_d = 50.0          # K, vibrational temperature of the dimer
bond_length = 5e-10     # m
v_micro = 1e-4          # m^3/mol, crystal volume per monomer
T_micro = 400.0         # K
mass = molar_mass / N_A


def gas_factors(T):
    """Single-particle partition functions per volume, 1/m^3."""
    wavelength = h / np.sqrt(2 * pi * mass * k * T)
    inertia = mass / 2 * bond_length**2
    q_rot = inertia * k * T / hbar**2          # symmetry number 2 included
    q_vib = 1 / (2 * np.sinh(theta_d / (2 * T)))
    q1 = wavelength**-3
    q2 = 2**1.5 * q1 * q_rot * q_vib * np.exp(bond / (R * T))
    return np.array([q1, q2])


def crystal_free_energy(T):
    return -cohesion + 3 * R * T * np.log(2 * np.sinh(theta_c / (2 * T)))


def micro_partials(T, applied):
    mu = crystal_free_energy(T) + v_micro * applied
    return k * T * gas_factors(T) * np.exp(np.array([1, 2]) * mu / (R * T))


def micro_saturated(T):
    total = 0.0
    for _ in range(80):
        total = micro_partials(T, total).sum()
    return micro_partials(T, total)


def oscillator_energy(theta, T):
    """Mean energy of one oscillator from an explicit sum over levels, J/mol."""
    n = np.arange(3000)
    weight = np.exp(-n * theta / T)
    return R * theta * np.sum((n + 0.5) * weight) / np.sum(weight)


def micro_enthalpies(T, applied):
    h_c = -cohesion + 3 * oscillator_energy(theta_c, T) + applied * v_micro
    h_1 = 2.5 * R * T
    h_2 = 3.5 * R * T + oscillator_energy(theta_d, T) - bond
    return h_c, np.array([h_1, h_2])


T = T_micro
pm = micro_saturated(T)
p_micro = pm.sum()
xm = pm / p_micro
n_bar = xm[0] + 2 * xm[1]
h_c, h_gas = micro_enthalpies(T, p_micro)
dH_micro = h_gas - np.array([1, 2]) * h_c
mean_micro = xm @ dH_micro
eps_micro = n_bar * v_micro * p_micro / (R * T)
slope_own = slope_enthalpy(lambda t: micro_saturated(t).sum(), T)
assert close(slope_own, mean_micro / (1 - eps_micro), 1e-6)
assert not close(slope_own, mean_micro, 0.01)   # the volume factor is needed here

# constant applied pressure, supplied by an insoluble ideal inert gas
applied = 1e6
pa = micro_partials(T, applied)
assert pa.sum() < applied
h_ca, h_ga = micro_enthalpies(T, applied)
dH_applied = h_ga - np.array([1, 2]) * h_ca
mean_applied = (pa / pa.sum()) @ dH_applied
slope_applied = slope_enthalpy(lambda t: micro_partials(t, applied).sum(), T)
assert close(slope_applied, mean_applied, 1e-6)
for i in range(2):
    single = slope_enthalpy(lambda t: micro_partials(t, applied)[i], T)
    assert close(single, dH_applied[i], 1e-6)

# equilibrium by direct minimisation of the free energy of a closed vessel
vessel = 1.4e-3   # m^3, holding one mole of formula units


def vessel_free_energy(log_n):
    n = np.exp(log_n)
    n_c = 1 - n[0] - 2 * n[1]
    gas_volume = vessel - n_c * v_micro
    gas = n * (np.log(n * N_A / (gas_volume * gas_factors(T))) - 1)
    return gas.sum() + n_c * crystal_free_energy(T) / (R * T)


best = minimize(vessel_free_energy, np.log([0.1, 0.1]), method="Nelder-Mead",
                options=dict(xatol=1e-8, fatol=1e-13, maxiter=3000, maxfev=6000))
n_min = np.exp(best.x)
n_c_min = 1 - n_min[0] - 2 * n_min[1]
assert n_c_min > 0
p_min = n_min * R * T / (vessel - n_c_min * v_micro)
# a minimum located from function values is sharp only to about sqrt(rounding)
assert np.allclose(p_min, pm, rtol=1e-5)


# heat per formula unit from a slow isothermal expansion of the vessel
def vessel_state(volume):
    density = p_micro / (R * T)
    n_c = (1 - n_bar * density * volume) / (1 - n_bar * density * v_micro)
    n_g = density * (volume - n_c * v_micro)
    energy = n_c * (h_c - p_micro * v_micro) + n_g * (xm @ h_gas - R * T)
    return n_c, energy


nc_a, u_a = vessel_state(1.0e-3)
nc_b, u_b = vessel_state(1.4e-3)
heat_unit_micro = (u_b - u_a + p_micro * 0.4e-3) / (nc_a - nc_b)
assert close(heat_unit_micro, mean_micro / n_bar, 1e-9)

# ---------- worked example: round thermodynamic parameters ----------
T0 = 400.0
p_ref = np.array([60.0, 40.0])       # Pa at T0
dH1_ref, dH_dim = 80e3, -60e3        # J/mol at T0
dCp1, dCp_dim = -40.0, 10.0          # J/(mol K)
v_c = 2e-4                           # m^3/mol
dH_ref = np.array([dH1_ref, 2 * dH1_ref + dH_dim])
dCp = np.array([dCp1, 2 * dCp1 + dCp_dim])


def enthalpies(T, ref=dH_ref):
    return ref + dCp * (T - T0)


def partials(T, ref=dH_ref):
    return p_ref * np.exp(-(ref - dCp * T0) / R * (1 / T - 1 / T0)
                          + dCp / R * np.log(T / T0))


def total(T):
    return partials(T).sum()


def fractions(T, ref=dH_ref):
    p = partials(T, ref)
    return p / p.sum()


def mean_enthalpy(T):
    return fractions(T) @ enthalpies(T)


for i in range(2):   # integrated pressure law against direct quadrature
    integral = quad(lambda t: enthalpies(t)[i] / (R * t**2), T0, 300)[0]
    assert close(np.log(partials(300.0)[i] / p_ref[i]), integral, 1e-9)

table = []
for t in (360.0, 380.0, 400.0, 420.0, 440.0):
    numeric = slope_enthalpy(total, t)
    assert close(numeric, mean_enthalpy(t), 1e-6)
    table.append((t, *partials(t), total(t), fractions(t)[1],
                  mean_enthalpy(t), numeric))

x = fractions(T0)
H_mean = mean_enthalpy(T0)
ratio_slope = slope_enthalpy(lambda t: partials(t)[1] / partials(t)[0], T0)
assert close(ratio_slope, dH_ref[1] - dH_ref[0], 1e-6)
strong_dim = -100e3
strong_ref = np.array([dH1_ref, 2 * dH1_ref + strong_dim])
x2_weak = [fractions(t)[1] for t in (380.0, 420.0)]
x2_strong = [fractions(t, strong_ref)[1] for t in (380.0, 420.0)]
assert x2_weak[1] > x2_weak[0] and x2_strong[1] < x2_strong[0]

# curvature of ln p against 1/T
mixing = x[0] * x[1] * (dH_ref[1] - dH_ref[0])**2 / R**2
capacity = T0**2 * (x @ dCp) / R
b0, db = 1 / T0, 1e-3 / T0
curvature = (np.log(total(1 / (b0 + db))) - 2 * np.log(total(T0))
             + np.log(total(1 / (b0 - db)))) / db**2
assert close(curvature, mixing + capacity, 1e-4)

# chord between two temperatures
Ta, Tb = 380.0, 420.0
chord = -R * np.log(total(Tb) / total(Ta)) / (1 / Tb - 1 / Ta)
average = quad(lambda b: mean_enthalpy(1 / b), 1 / Tb, 1 / Ta)[0]
average /= 1 / Ta - 1 / Tb
assert close(chord, average, 1e-8)
T_low = 300.0
p_tangent = total(T0) * np.exp(-H_mean / R * (1 / T_low - 1 / T0))


# signals of other methods
def transpiration(T):
    """Pressure inferred from transported mass if all vapour is called monomer."""
    p = partials(T)
    moles_per_volume = p / (R * T)
    carried = moles_per_volume @ np.array([molar_mass, 2 * molar_mass])
    return carried * R * T / molar_mass


def effusion(T):
    """Pressure inferred from effusing mass, flux by Maxwell quadrature."""
    flux = 0.0
    for p_i, m_i in zip(partials(T), (mass, 2 * mass)):
        speed = np.sqrt(k * T / m_i)
        mean_u = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * pi),
                      0, 12, epsabs=1e-13, epsrel=1e-13)[0]
        flux += m_i * p_i / (k * T) * speed * mean_u
    return flux * np.sqrt(2 * pi * R * T / molar_mass)


signals = []
for name, signal, w in (("transpiration", transpiration, np.array([1.0, 2.0])),
                        ("effusion", effusion, np.sqrt([1.0, 2.0]))):
    weighted = w * p_ref
    predicted = weighted @ dH_ref / weighted.sum()
    assert close(signal(T0), weighted.sum(), 1e-9)
    assert close(slope_enthalpy(signal, T0), predicted, 1e-6)
    signals.append((name, signal(T0), predicted))
assert close(transpiration(T0) / total(T0), 1 + x[1], 1e-12)
heat_unit = H_mean / (1 + x[1])
assert heat_unit < dH_ref.min()
eps = (1 + x[1]) * v_c * total(T0) / (R * T0)

kJ = 1e-3
print("MICROSCOPIC TEST MODEL")
print(f"temperature {T_micro:.0f} K; monomer molar mass {molar_mass:.1f} kg/mol")
print(f"crystal well {cohesion*kJ:.0f} kJ/mol; dimer well {bond*kJ:.0f} kJ/mol")
print(f"Einstein temperature {theta_c:.0f} K; dimer vibration {theta_d:.0f} K")
print(f"dimer bond length {bond_length:.1e} m; v_c {v_micro:.1e} m^3/mol")
print(f"own vapour: p1 {pm[0]:.4e} Pa, p2 {pm[1]:.4e} Pa, x2 {xm[1]:.4f}")
print(f"dH1 {dH_micro[0]*kJ:.4f} kJ/mol; dH2 {dH_micro[1]*kJ:.4f} kJ/mol")
print(f"mean enthalpy {mean_micro*kJ:.4f} kJ/mol; eps {eps_micro:.5f}")
print(f"mean/(1-eps) {mean_micro/(1-eps_micro)*kJ:.4f} kJ/mol")
print(f"numerical slope, own vapour {slope_own*kJ:.4f} kJ/mol")
print(f"heat per mole of formula units {heat_unit_micro*kJ:.4f} kJ/mol")
print(f"constant applied pressure {applied:.1e} Pa:")
print(f"  mean {mean_applied*kJ:.4f}, slope {slope_applied*kJ:.4f} kJ/mol")
print(f"vessel minimum: p1 {p_min[0]:.4e} Pa, p2 {p_min[1]:.4e} Pa")
print("WORKED EXAMPLE, MODEL PRECURSOR")
print(f"gas constant {R:.6f} J/(mol K); reference temperature {T0:.0f} K")
print(f"p1 {p_ref[0]:.0f} Pa; p2 {p_ref[1]:.0f} Pa; x1 {x[0]:.2f}; x2 {x[1]:.2f}")
print(f"dH1 {dH_ref[0]*kJ:.0f}, dH_dim {dH_dim*kJ:.0f}, "
      f"dH2 {dH_ref[1]*kJ:.0f} kJ/mol")
print(f"dCp1 {dCp[0]:.0f}, dCp_dim {dCp_dim:.0f}, dCp2 {dCp[1]:.0f} J/(mol K)")
print("T/K   p1/Pa     p2/Pa     p/Pa      x2      mean     slope (kJ/mol)")
for t, a, b, c, d, e, f in table:
    print(f"{t:.0f} {a:9.4f} {b:9.4f} {c:9.4f} {d:8.5f} {e*kJ:9.4f} {f*kJ:9.4f}")
print(f"slope minus dH1 at T0 {(H_mean-dH_ref[0])*kJ:.3f} kJ/mol")
print(f"heat per mole of formula units {heat_unit*kJ:.3f} kJ/mol")
print(f"v_c {v_c:.1e} m^3/mol; eps at T0 {eps:.3e}")
print(f"curvature: mixing {mixing:.4e} K^2, heat capacity {capacity:.4e} K^2")
print(f"curvature: sum {mixing+capacity:.4e} K^2, numerical {curvature:.4e} K^2")
print(f"chord {Ta:.0f} to {Tb:.0f} K: {chord*kJ:.4f} kJ/mol")
print(f"average of mean over 1/T, same range: {average*kJ:.4f} kJ/mol")
print(f"p at {T_low:.0f} K: model {total(T_low):.5e} Pa, "
      f"tangent from T0 {p_tangent:.5e} Pa")
print(f"tangent/model pressure ratio {p_tangent/total(T_low):.4f}")
for name, value, enthalpy in signals:
    print(f"{name}: apparent p {value:.3f} Pa, slope {enthalpy*kJ:.3f} kJ/mol")
print(f"x2 at 380 and 420 K, dH_dim {dH_dim*kJ:.0f} kJ/mol: "
      f"{x2_weak[0]:.4f}, {x2_weak[1]:.4f}")
print(f"x2 at 380 and 420 K, dH_dim {strong_dim*kJ:.0f} kJ/mol: "
      f"{x2_strong[0]:.4f}, {x2_strong[1]:.4f}")
print("PASS")
```

It prints:

```
MICROSCOPIC TEST MODEL
temperature 400 K; monomer molar mass 0.2 kg/mol
crystal well 40 kJ/mol; dimer well 13 kJ/mol
Einstein temperature 60 K; dimer vibration 50 K
dimer bond length 5.0e-10 m; v_c 1.0e-04 m^3/mol
own vapour: p1 4.8562e+05 Pa, p2 2.3332e+05 Pa, x2 0.3245
dH1 38.2465 kJ/mol; dH2 61.8345 kJ/mol
mean enthalpy 45.9015 kJ/mol; eps 0.02863
mean/(1-eps) 47.2545 kJ/mol
numerical slope, own vapour 47.2545 kJ/mol
heat per mole of formula units 34.6550 kJ/mol
constant applied pressure 1.0e+06 Pa:
  mean 45.9080, slope 45.9080 kJ/mol
vessel minimum: p1 4.8562e+05 Pa, p2 2.3332e+05 Pa
WORKED EXAMPLE, MODEL PRECURSOR
gas constant 8.314463 J/(mol K); reference temperature 400 K
p1 60 Pa; p2 40 Pa; x1 0.60; x2 0.40
dH1 80, dH_dim -60, dH2 100 kJ/mol
dCp1 -40, dCp_dim 10, dCp2 -70 J/(mol K)
T/K   p1/Pa     p2/Pa     p/Pa      x2      mean     slope (kJ/mol)
360    4.0308    1.3493    5.3801  0.25079   86.9168   86.9168
380   16.8084    8.1261   24.9345  0.32590   87.5135   87.5135
400   60.0000   40.0000  100.0000  0.40000   88.0000   88.0000
420  187.5718  165.8085  353.3802  0.46921   88.3026   88.3026
440  523.1883  593.0561 1116.2444  0.53130   88.3884   88.3884
slope minus dH1 at T0 8.000 kJ/mol
heat per mole of formula units 62.857 kJ/mol
v_c 2.0e-04 m^3/mol; eps at T0 8.419e-06
curvature: mixing 1.3887e+06 K^2, heat capacity -1.0007e+06 K^2
curvature: sum 3.8802e+05 K^2, numerical 3.8801e+05 K^2
chord 380 to 420 K: 87.9558 kJ/mol
average of mean over 1/T, same range: 87.9558 kJ/mol
p at 300 K: model 1.70770e-02 Pa, tangent from T0 1.47752e-02 Pa
tangent/model pressure ratio 0.8652
transpiration: apparent p 140.000 Pa, slope 91.429 kJ/mol
effusion: apparent p 116.569 Pa, slope 89.706 kJ/mol
x2 at 380 and 420 K, dH_dim -60 kJ/mol: 0.3259, 0.4692
x2 at 380 and 420 K, dH_dim -100 kJ/mol: 0.4766, 0.3327
PASS
```
